# Hylleraas-CI with one interelectronic factor: why four-electron integrals suffice: a numerical check

```python
"""Hylleraas-CI: at most one factor r_ij per configuration.

Result under test: matrix elements need integrals coupling at most four
electrons. The irreducible types are r12, 1/r12, r12 r13, r12/r13, the
triangle r12 r13/r23, the star r12 r13/r14, and two chains, r12 r23/r34
and r12 r34/r23.

Symbols: Z nuclear charge; a, b hydrogenic 1s and 2s orbitals; Phi the
1s2 2s2 determinant; G = sum of r_ij; C = sum of 1/r_ij; u_L and v_L the
Legendre coefficients of r12 and 1/r12. Lengths in bohr, energies in hartree.
A graph is a dictionary {(electron, electron): power of their distance}.
"""
from collections import Counter
from functools import lru_cache
from itertools import combinations, permutations, product
from math import perm
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh

Z = 4.0
GRAPHS = {
    "r12": {(0, 1): 1},
    "1/r12": {(0, 1): -1},
    "r12 r13": {(0, 1): 1, (0, 2): 1},
    "r12/r13": {(0, 1): 1, (0, 2): -1},
    "triangle r12 r13/r23": {(0, 1): 1, (0, 2): 1, (1, 2): -1},
    "star r12 r13/r14": {(0, 1): 1, (0, 2): 1, (0, 3): -1},
    "end chain r12 r23/r34": {(0, 1): 1, (1, 2): 1, (2, 3): -1},
    "middle chain r12 r34/r23": {(0, 1): 1, (2, 3): 1, (1, 2): -1},
}


# ---------- classification by exhaustive enumeration ----------
@lru_cache(maxsize=None)
def canonical(edges):
    """Smallest relabelled edge list: equal for isomorphic graphs only."""
    vertices = sorted({i for e in edges for i in e[:2]})
    forms = []
    for labels in permutations(range(len(vertices))):
        new = dict(zip(vertices, labels))
        forms.append(tuple(sorted(
            (min(new[i], new[j]), max(new[i], new[j]), k)
            for i, j, k in edges)))
    return min(forms)


def combine(positive, negative):
    power = Counter()
    for pair in positive:
        if pair is not None:
            power[pair] += 1
    for pair in negative:
        if pair is not None:
            power[pair] -= 1
    return {pair: k for pair, k in power.items() if k != 0}


def odd_components(power):
    """Connected parts left after even powers became polynomials."""
    groups = []
    for pair, k in power.items():
        if k % 2 == 0:
            continue
        merged, separate = [pair + (k,)], []
        for group in groups:
            if any(set(pair) & set(edge[:2]) for edge in group):
                merged += group
            else:
                separate.append(group)
        groups = separate + [merged]
    return [canonical(tuple(sorted(group))) for group in groups]


NAME = {canonical(tuple(sorted(p + (k,) for p, k in g.items()))): name
        for name, g in GRAPHS.items()}
assert len(NAME) == len(GRAPHS)
counts = {}
largest = 0
for n_electrons in (4, 6):
    pairs = list(combinations(range(n_electrons), 2))
    found, tally = set(), Counter()
    for bra, ket, coulomb in product(pairs + [None], repeat=3):
        parts = odd_components(combine([bra, ket], [coulomb]))
        found.update(parts)
        for part in parts:
            size = len({i for edge in part for i in edge[:2]})
            largest = max(largest, size)
            if len(part) == 3:
                tally[NAME[part]] += 1
    assert found == set(NAME)
    assert tally["triangle r12 r13/r23"] == perm(n_electrons, 3)
    assert tally["star r12 r13/r14"] == perm(n_electrons, 4)
    assert tally["end chain r12 r23/r34"] == 2 * perm(n_electrons, 4)
    assert tally["middle chain r12 r34/r23"] == perm(n_electrons, 4)
    counts[n_electrons] = tally
assert largest == 4


# ---------- radial kernels ----------
def u_part(L, low, high):
    x = low / high
    return high * x**L * (x * x / (2 * L + 3) - 1 / (2 * L - 1))


def v_part(L, low, high):
    return (low / high)**L / high


# Angular average of r12 r13/r23 at fixed radii, directly and as a series.
r1, r2, r3 = 1.0, 0.8, 1.25
cosine, cos_weight = np.polynomial.legendre.leggauss(60)
angle = 2 * np.pi * np.arange(96) / 96
c2, c3 = cosine[:, None, None], cosine[None, :, None]
c23 = c2 * c3 + np.sqrt((1 - c2**2) * (1 - c3**2)) * np.cos(angle)
integrand = (np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * c2)
             * np.sqrt(r1**2 + r3**2 - 2 * r1 * r3 * c3)
             / np.sqrt(r2**2 + r3**2 - 2 * r2 * r3 * c23))
angular_direct = cos_weight @ integrand.mean(axis=2) @ cos_weight / 4
angular_series = sum(u_part(L, r2, r1) * u_part(L, r1, r3)
                     * v_part(L, r2, r3) / (2 * L + 1)**2
                     for L in range(40))
assert abs(angular_direct - angular_series) < 1e-7

# Logarithmic grid. The slope of v_L jumps where the radii are equal;
# the diagonal term is the Euler-Maclaurin correction for that jump.
log_r, step = np.linspace(-9, np.log(14), 500, retstep=True)
r = np.exp(log_r)
low, high = np.minimum.outer(r, r), np.maximum.outer(r, r)


def v_matrix(L):
    return v_part(L, low, high) - np.diag(step * (2 * L + 1) / (12 * r))


def orbitals(radius):
    a = np.sqrt(Z**3 / np.pi) * np.exp(-Z * radius)
    b = (np.sqrt(Z**3 / (32 * np.pi)) * (2 - Z * radius)
         * np.exp(-Z * radius / 2))
    return a, b


a, b = orbitals(r)
volume = 4 * np.pi * r**3 * step
mass = {"aa": volume * a * a, "bb": volume * b * b, "ab": volume * a * b}
KERNEL = {1: u_part(0, low, high), -1: v_matrix(0),
          2: r[:, None]**2 + r[None, :]**2}
slope = np.where(r[:, None] >= r[None, :],
                 1 - (low / high)**2 / 3, 2 * low / (3 * high))

triangle_matrix = {key: np.zeros_like(low) for key in mass}
triangle_terms = []
for L in range(13):
    u_L, v_L = u_part(L, low, high), v_matrix(L)
    for key in mass:
        term = v_L * ((u_L * mass[key]) @ u_L) / (2 * L + 1)**2
        triangle_matrix[key] += term
        if key == "aa":
            triangle_terms.append(mass["aa"] @ term @ mass["aa"])
assert min(triangle_terms) > 0


def integral(densities, power):
    """Integral of a graph over a product of four s densities."""
    if len(power) == 3 and len({i for p in power for i in p}) == 3:
        j, k = next(p for p, exponent in power.items() if exponent == -1)
        apex = next(i for p in power for i in p if i not in (j, k))
        value = (mass[densities[j]] @ triangle_matrix[densities[apex]]
                 @ mass[densities[k]])
        spare = next(i for i in range(4) if i not in (j, k, apex))
        return value * mass[densities[spare]].sum()
    visited = set()

    def potential(i, parent):
        visited.add(i)
        result = np.ones_like(r)
        for pair, exponent in power.items():
            if i in pair:
                j = pair[0] if pair[1] == i else pair[1]
                if j != parent:
                    result = result * (KERNEL[exponent] @ (
                        mass[densities[j]] * potential(j, i)))
        return result

    value = 1.0
    for root in range(4):
        if root not in visited:
            value *= mass[densities[root]] @ potential(root, None)
    return value


table = {name: integral(["aa"] * 4, g) for name, g in GRAPHS.items()}


# Closed-form potentials of the 1s density, integrated adaptively.
def U_closed(x):
    return (x + 1 / (Z * Z * x)
            - np.exp(-2 * Z * x) * (1 / (2 * Z) + 1 / (Z * Z * x)))


def V_closed(x):
    return 1 / x - np.exp(-2 * Z * x) * (Z + 1 / x)


def average_1s(function):
    return quad(lambda x: 4 * Z**3 * x * x * np.exp(-2 * Z * x)
                * function(x), 1e-6, 12, epsabs=1e-11, limit=200)[0]


closed = {"r12": average_1s(U_closed),
          "1/r12": average_1s(V_closed),
          "r12 r13": average_1s(lambda x: U_closed(x)**2),
          "r12/r13": average_1s(lambda x: U_closed(x) * V_closed(x)),
          "star r12 r13/r14":
              average_1s(lambda x: U_closed(x)**2 * V_closed(x))}
for name, value in closed.items():
    assert abs(table[name] / value - 1) < 2e-6, name

# Kinetic element between r13 F and r12 F, F a product of 1s orbitals,
# without the common one-electron part: Laplacian form and gradient form.
m = mass["aa"]
operator = (-2 * v_matrix(0) + Z * (r[:, None] + r[None, :])
            * (v_matrix(0) - v_matrix(1) / 3))
kinetic_laplacian = (m * (KERNEL[1] @ m)) @ operator @ m
kinetic_gradient = 0.5 * m @ (slope @ m)**2
assert abs(kinetic_laplacian - kinetic_gradient) < 5e-6

# ---------- beryllium in the space of Phi and G Phi ----------
spin_terms = [(("aa", "bb"), 1), (("ab", "ab"), -1)]
det_terms = [(s + t, cs * ct) for s, cs in spin_terms for t, ct in spin_terms]
pairs = list(combinations(range(4), 2))


def mean(positive, negative=()):
    power = combine(positive, negative)
    return sum(c * integral(d, power) for d, c in det_terms)


mean_G = sum(mean([p]) for p in pairs)
mean_C = sum(mean([], [p]) for p in pairs)
mean_GG = sum(mean([p, q]) for p in pairs for q in pairs)
mean_GC = sum(mean([p], [q]) for p in pairs for q in pairs)
by_type = Counter()
type_count = Counter()
for p, q, c in product(pairs, repeat=3):
    parts = odd_components(combine([p, q], [c]))
    assert len(parts) == 1
    by_type[NAME[parts[0]]] += mean([p, q], [c])
    type_count[NAME[parts[0]]] += 1
mean_GGC = sum(by_type.values())

gradient_square = 12.0
for i in range(4):
    for j, k in permutations([x for x in range(4) if x != i], 2):
        spare = 6 - i - j - k
        for d, coefficient in det_terms:
            gradient_square += (coefficient * mass[d[spare]].sum()
                                * (mass[d[i]] @ ((slope @ mass[d[j]])
                                                 * (slope @ mass[d[k]]))))
E0 = -Z**2 * (1 + 1 / 4)
S = np.array([[1, mean_G], [mean_G, mean_GG]])
H12 = E0 * mean_G + mean_GC
H = np.array([[E0 + mean_C, H12],
              [H12, E0 * mean_GG + mean_GGC + gradient_square / 2]])
energies, vectors = eigh(H, S)
energy = energies[0]
ratio = vectors[1, 0] / vectors[0, 0]
assert energy < H[0, 0]

# ---------- Monte Carlo from the definitions ----------
rng = np.random.default_rng(20)


def place(radii):
    direction = rng.normal(size=radii.shape + (3,))
    direction /= np.linalg.norm(direction, axis=-1, keepdims=True)
    return radii[..., None] * direction


def distances(position):
    return {(i, j): np.linalg.norm(position[:, i] - position[:, j], axis=1)
            for i, j in pairs}


samples = 600000
separation = distances(place(rng.gamma(3, 1 / (2 * Z), size=(samples, 4))))
monte_carlo = {}
for name, graph in GRAPHS.items():
    values = np.ones(samples)
    for pair, exponent in graph.items():
        values = values * separation[pair]**exponent
    monte_carlo[name] = (values.mean(), values.std() / np.sqrt(samples))
    assert abs(values.mean() - table[name]) < 5 * monte_carlo[name][1], name


def wavefunctions(position):
    s, t = orbitals(np.linalg.norm(position, axis=2))
    phi = ((s[:, 0] * t[:, 1] - t[:, 0] * s[:, 1])
           * (s[:, 2] * t[:, 3] - t[:, 2] * s[:, 3]) / 2)
    return np.array([phi, sum(distances(position).values()) * phi])


overlap_samples, energy_samples = [], []
shift = 5e-4
for _ in range(6):
    size = 50000
    inner = rng.gamma(3, 1 / (2 * Z), size=(size, 2))
    outer = rng.gamma(5, 1 / Z, size=(size, 2))
    radii = np.stack([inner[:, 0], outer[:, 0],
                      inner[:, 1], outer[:, 1]], axis=1)
    position = place(radii)
    psi = wavefunctions(position)
    laplacian = np.zeros_like(psi)
    for i, axis in product(range(4), range(3)):
        moved = position.copy()
        moved[:, i, axis] += shift
        plus = wavefunctions(moved)
        moved[:, i, axis] -= 2 * shift
        laplacian += (plus + wavefunctions(moved) - 2 * psi) / shift**2
    potential_energy = (-Z * (1 / radii).sum(axis=1)
                        + sum(1 / x for x in distances(position).values()))
    h_psi = -laplacian / 2 + potential_energy * psi
    g1 = Z**3 / np.pi * np.exp(-2 * Z * radii)
    g2 = Z**5 * radii**2 * np.exp(-Z * radii) / (96 * np.pi)
    probability = ((g1[:, 0] * g2[:, 1] + g2[:, 0] * g1[:, 1])
                   * (g1[:, 2] * g2[:, 3] + g2[:, 2] * g1[:, 3]) / 4)
    overlap_samples.append(psi[:, None] * psi[None] / probability)
    energy_samples.append(psi[:, None] * (h_psi - energy * psi)[None]
                          / probability)
checks = []
for data, target in ((overlap_samples, S), (energy_samples, H - energy * S)):
    data = np.concatenate(data, axis=2)
    average = data.mean(axis=2)
    error = data.std(axis=2) / np.sqrt(data.shape[2])
    assert np.all(np.abs(average - target) < 5 * error), (average, target)
    checks.append((average[1, 1], error[1, 1], target[1, 1]))

# ---------- output ----------
print(f"irreducible graph types: {len(NAME)}; most electrons: {largest}")
for name in list(GRAPHS)[4:]:
    print(f"ordered choices, {name}: N=4 {counts[4][name]}, "
          f"N=6 {counts[6][name]}")
print(f"nuclear charge Z = {Z:.0f}")
print("integrals over 1s densities: value; Monte Carlo +- standard error")
for name, graph in GRAPHS.items():
    total = sum(graph.values())
    unit = {2: "bohr^2", 1: "bohr", 0: "(no unit)", -1: "1/bohr"}[total]
    mc, error = monte_carlo[name]
    print(f"  {name}: {table[name]:.6f}; {mc:.5f} +- {error:.5f} {unit}")
print("triangle over 1s densities, contribution of each L (bohr)")
for L in range(5):
    print(f"  L={L}: {triangle_terms[L]:.3e}")
print(f"angular average at radii {r1}, {r2}, {r3} bohr: direct "
      f"{angular_direct:.8f}, series {angular_series:.8f} bohr")
print(f"kinetic element: Laplacian form {kinetic_laplacian:.6f}, "
      f"gradient form {kinetic_gradient:.6f} (hartree bohr^2)")
print("beryllium, parts of <G^2 C> after reduction (bohr)")
for name, value in by_type.items():
    print(f"  {name}: {type_count[name]} choices, {value:.4f}, "
          f"{100 * value / mean_GGC:.2f} percent")
print(f"<G> = {mean_G:.5f} bohr")
print(f"<G^2> = {mean_GG:.5f} bohr^2")
print(f"<C> = {mean_C:.5f} hartree")
print(f"<G C> = {mean_GC:.5f} (no unit)")
print(f"<G^2 C> = {mean_GGC:.5f} bohr")
print(f"<|grad G|^2> = {gradient_square:.5f} (no unit)")
print(f"E0 = {E0:.5f} hartree")
print(f"H11 = {H[0, 0]:.5f} hartree")
print(f"H12 = {H[0, 1]:.5f} hartree bohr")
print(f"H22 = {H[1, 1]:.5f} hartree bohr^2")
for label, (mc, error, target) in zip(("S22", "H22 - E S22"), checks):
    unit = "bohr^2" if label == "S22" else "hartree bohr^2"
    print(f"{label}: integrals {target:.4f}, Monte Carlo "
          f"{mc:.4f} +- {error:.4f} {unit}")
print(f"coefficient of G Phi relative to Phi = {ratio:.5f} 1/bohr")
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"lowest energy E = {energy:.5f} hartree = {energy * hartree_ev:.3f} eV")
print(f"lowering from H11 = {H[0, 0] - energy:.5f} hartree")
print("done: every assertion held")
```

Running it gives:

```
irreducible graph types: 8; most electrons: 4
ordered choices, triangle r12 r13/r23: N=4 24, N=6 120
ordered choices, star r12 r13/r14: N=4 24, N=6 360
ordered choices, end chain r12 r23/r34: N=4 48, N=6 720
ordered choices, middle chain r12 r34/r23: N=4 24, N=6 360
nuclear charge Z = 4
integrals over 1s densities: value; Monte Carlo +- standard error
  r12: 0.546875; 0.54681 +- 0.00036 bohr
  1/r12: 2.500000; 2.50128 +- 0.00272 1/bohr
  r12 r13: 0.324580; 0.32418 +- 0.00038 bohr^2
  r12/r13: 1.258102; 1.25804 +- 0.00147 (no unit)
  triangle r12 r13/r23: 0.720892; 0.71866 +- 0.00124 bohr
  star r12 r13/r14: 0.673118; 0.67257 +- 0.00101 bohr
  end chain r12 r23/r34: 0.756033; 0.75420 +- 0.00130 bohr
  middle chain r12 r34/r23: 0.638808; 0.63853 +- 0.00083 bohr
triangle over 1s densities, contribution of each L (bohr)
  L=0: 7.119e-01
  L=1: 8.902e-03
  L=2: 8.162e-05
  L=3: 5.011e-06
  L=4: 6.497e-07
angular average at radii 1.0, 0.8, 1.25 bohr: direct 1.50720264, series 1.50720264 bohr
kinetic element: Laplacian form 0.215012, gradient form 0.215012 (hartree bohr^2)
beryllium, parts of <G^2 C> after reduction (bohr)
  r12: 66 choices, 97.9209, 20.42 percent
  1/r12: 30 choices, 87.5549, 18.26 percent
  star r12 r13/r14: 24 choices, 53.4202, 11.14 percent
  triangle r12 r13/r23: 24 choices, 58.5502, 12.21 percent
  end chain r12 r23/r34: 48 choices, 132.5567, 27.64 percent
  middle chain r12 r34/r23: 24 choices, 49.5563, 10.33 percent
<G> = 8.90190 bohr
<G^2> = 84.68995 bohr^2
<C> = 6.28400 hartree
<G C> = 52.98649 (no unit)
<G^2 C> = 479.55919 bohr
<|grad G|^2> = 21.90993 (no unit)
E0 = -20.00000 hartree
H11 = -13.71600 hartree
H12 = -125.05143 hartree bohr
H22 = -1203.28482 hartree bohr^2
S22: integrals 84.6899, Monte Carlo 84.9985 +- 0.2216 bohr^2
H22 - E S22: integrals 10.2067, Monte Carlo 9.6983 +- 0.4596 hartree bohr^2
coefficient of G Phi relative to Phi = -0.24500 1/bohr
lowest energy E = -14.32864 hartree = -389.902 eV
lowering from H11 = 0.61264 hartree
done: every assertion held
```
